# Voltage drop in a supply-bump cell: the uniformly loaded disc

## 1. What dimensions and symmetry fix

A supply bump feeds a metal sheet through a round contact of radius $a$. The circuit beneath the sheet draws current from it, an amount $J$ per unit area, and the bump serves the region out to radius $b$. How far has the voltage fallen at the edge of that region?

In steady operation four quantities enter: the sheet resistance $R_s$, in volts per ampere, the load $J$, in amperes per area, and the two lengths. A voltage must not contain the ampere separately, so $R_s$ and $J$ can enter only as the product $R_sJ$, which has the unit of voltage per area. The drop is therefore

$$D=R_sJ\,b^2\,F(b/a),$$

with $F$ a pure function of the ratio of radii. Doubling the load or the sheet resistance doubles the drop; enlarging both radii by a factor $s$ multiplies it by $s^2$. The function $F$ has to come from the way current spreads. Symmetry helps: contact, load and boundary are unchanged by rotation, so the voltage should depend on the radius $r$ alone. Section 3 shows that it does.

The equations below hold in any coherent system of units, SI or atomic.

## 2. The simple case: a straight strip

Let a sheet occupy $0<x<d$, with the side $x=0$ held at the supply potential $V_0$ and no current leaving at $x=d$. Let $K(x)$ be the current per unit width flowing towards larger $x$. Whatever crosses position $x$ must feed the load beyond it, so

$$K(x)=J(d-x).$$

Define the drop $D=V_0-V$, which is positive where the potential $V$ lies below the supply. Current flows towards lower potential, so Ohm's law for a sheet reads $K=-(1/R_s)\,dV/dx=(1/R_s)\,dD/dx$. Hence

$$\frac{dD}{dx}=R_sJ(d-x),\qquad D(x)=R_sJ\left(x\,d-\frac{x^2}{2}\right),\qquad D(d)=\frac{R_sJd^2}{2}.$$

The factor $1/2$ appears because the current falls linearly to zero, so its average is half its value at the feed. This result is the first limit that the disc must reproduce.

## 3. The disc

**Assumptions.** The current is direct. The sheet is continuous, isotropic and thin compared with $a$. The contact is an equipotential, $D(a)=0$. The load does not depend on the local voltage. No current crosses $r=b$, which represents the boundary with identical neighbouring cells. The load directly beneath the contact is supplied by the bump without crossing the sheet.

**Local equations.** With $\mathbf K$ the sheet current per unit width, Ohm's law is $\mathbf K=-\nabla V/R_s=\nabla D/R_s$. The load removes current from the sheet, so $\nabla\cdot\mathbf K=-J$. Together,

$$\nabla^2D=-R_sJ,\qquad D(a)=0,\qquad \left.\frac{\partial D}{\partial r}\right|_{b}=0.$$

This problem has one solution. If there were two, their difference $u$ would satisfy $\nabla^2u=0$, with $u=0$ at $r=a$ and zero normal derivative at $r=b$. Multiplying $\nabla^2u=0$ by $u$ and integrating by parts gives

$$\int|\nabla u|^2\,dA=\oint u\,\frac{\partial u}{\partial n}\,ds=0,$$

because one factor in the boundary integral vanishes on each circle. So $u$ is constant, and the constant is zero. Rotating the solution gives another solution of the same problem, hence the same one: $D$ depends on $r$ alone.

**Current.** The current crossing the circle of radius $r$ feeds the ring between $r$ and $b$:

$$2\pi r\,K(r)=J\,\pi(b^2-r^2)\quad\Rightarrow\quad K(r)=\frac{J(b^2-r^2)}{2r}.$$

Two effects make $K$ large near the contact: more load lies outside the circle, and the circle is shorter.

**Voltage.** Ohm's law gives

$$\frac{dD}{dr}=R_sK(r)=\frac{R_sJ}{2}\left(\frac{b^2}{r}-r\right).$$

Integrating from the contact, where $D=0$, the first term gives $b^2\ln(r/a)$ and the second gives $-(r^2-a^2)/2$:

$$D(r)=\frac{R_sJ}{2}\left[b^2\ln\frac ra-\frac{r^2-a^2}{2}\right].$$

The slope is positive for $r<b$, so the drop is largest at the edge:

$$\boxed{D(b)=\frac{R_sJ}{2}\left[b^2\ln\frac ba-\frac{b^2-a^2}{2}\right]}$$

The logarithm is what one would find if the whole current $\pi Jb^2$ travelled from the contact to the edge. The second term subtracts, at each radius $r$, the current $\pi Jr^2$ that serves the load inside that radius, including the load beneath the contact.

**A second road.** Add the load ring by ring. A ring of radius $r$ and width $dr$ draws $dI=2\pi rJ\,dr$. This current flows from $a$ to $r$ through the resistance

$$\int_a^r\frac{R_s\,dr'}{2\pi r'}=\frac{R_s}{2\pi}\ln\frac ra .$$

Beyond $r$ it causes no further drop, so it lowers the edge by the same amount as the ring itself. The equations are linear, and the contributions add:

$$D(b)=R_sJ\int_a^b r\ln\frac ra\,dr=R_sJ\left[\frac{r^2}{2}\ln\frac ra-\frac{r^2}{4}\right]_a^b.$$

The upper end gives $\tfrac12b^2\ln(b/a)-\tfrac14b^2$ and the lower end gives $-\tfrac14a^2$, which is subtracted. The boxed formula returns. The integrand also shows which load matters most: by area and by resistance, the outer rings dominate.

## 4. Two limits

**Narrow ring.** Put $b=a(1+\varepsilon)$, with $d=b-a=a\varepsilon$ small compared with $a$. Then

$$b^2\ln\frac ba=a^2(1+2\varepsilon+\varepsilon^2)\left(\varepsilon-\frac{\varepsilon^2}{2}+\frac{\varepsilon^3}{3}-\dots\right)=a^2\left(\varepsilon+\frac{3\varepsilon^2}{2}+\frac{\varepsilon^3}{3}+\dots\right),$$

$$\frac{b^2-a^2}{2}=a^2\left(\varepsilon+\frac{\varepsilon^2}{2}\right).$$

The linear terms cancel, leaving

$$D(b)=\frac{R_sJd^2}{2}\left(1+\frac{d}{3a}+\dots\right).$$

The leading term is the strip result. The first correction is positive because the ring narrows towards its feed, where the strip does not.

**Small contact.** For $a\ll b$, the term in $a^2$ outside the logarithm can be dropped:

$$D(b)\simeq\frac{R_sJb^2}{2}\left(\ln\frac ba-\frac12\right).$$

The drop grows without bound as $a\to0$, but slowly: each halving of $a$ adds about $\tfrac12R_sJb^2\ln2$. A point contact is therefore not a usable idealization, and the contact radius must be known.

## 5. A copper grid in numbers

Consider the upper copper layers above a busy region of a flip-chip processor, with rough typical values. Supply bumps sit on a square lattice of pitch $p=200$ µm, and the contact radius is $a=25$ µm. Two crossed layers carry straps of width $w=2$ µm and thickness $t=1$ µm at a strap pitch $s=10$ µm. The resistivity is $\rho=2.2$ µΩ cm at 25 °C, the load is $J=2$ A/mm² and the supply is 0.75 V.

**From straps to a sheet.** A strap segment between two crossings has resistance $\rho s/(wt)$. If the average current per unit width is $K$, one strap carries $Ks$, and the voltage gradient is $(Ks)\,\rho s/(wt)/s=K\rho s/(wt)$. The equivalent sheet resistance is thus

$$R_s=\frac{\rho s}{wt}=\frac{\rho}{t\,(w/s)}=\frac{0.022\ \Omega\,\text{µm}}{1\ \text{µm}\times0.2}=110\ \text{mΩ per square}.$$

Each direction has its own layer, so the metal fraction 0.2 is that of one layer.

**From square to disc.** The disc is given the area of the square, so that the bump carries the right current: $\pi b^2=p^2$, or $b=p/\sqrt\pi=112.8$ µm. Then $b/a=4.514$ and $\ln(b/a)=1.507$.

**The drop.** The two terms of the bracket are 19189 µm² and 6054 µm², and the prefactor $R_sJ/2$ is $1.1\times10^{-4}$ mV/µm²:

$$D(b)=1.1\times10^{-4}\times(19189-6054)\ \text{mV}=1.445\ \text{mV}.$$

This equals $5.31\times10^{-5}$ hartree per elementary charge. It is 0.19% of the supply voltage.

The drop is already 0.87 mV at $r=50$ µm and 1.26 mV at 75 µm. About 60% of it thus arises in the first 25 µm outside the contact, where the current is crowded. The small-contact formula gives 1.41 mV. With everything else fixed, halving the contact radius raises the drop to 2.39 mV.

**Current density.** At the contact rim, $K(a)=J(b^2-a^2)/(2a)=0.484$ mA/µm. Dividing by the metal thickness per unit width, $t\,w/s=0.2$ µm, gives 0.24 MA/cm² in the straps. This is about a quarter of a rough electromigration limit of 1 MA/cm². It is an average over straps; on the 10 µm meshes of Section 7, with the contact radius of 25 µm centred between straps, the most heavily loaded strap carries between 0.26 and 0.33 MA/cm², depending on how the pad is joined to the straps.

## 6. Back to the square

The real cell has corners at $p/\sqrt2=141$ µm from the centre, farther out than $b$. The disc solution can be extended to it.

In the square, $D$ still obeys $\nabla^2D=-R_sJ$ and vanishes on the contact. Its difference from the radial formula is therefore harmonic and vanishes at $r=a$. The symmetry of the square admits angular terms $\cos n\theta$ with $n=4,8,12,\dots$, besides a term independent of angle. The latter would be a multiple of $\ln(r/a)$ and would change the current leaving the contact. That current is fixed at $J(p^2-\pi a^2)=\pi J(b^2-a^2)$, which the radial formula already supplies, so this term is absent. Hence

$$D=\frac{R_sJ}{2}\left[b^2\ln\frac ra-\frac{r^2-a^2}{2}+\sum_{n=4,8,\dots}c_n\left(r^n-\frac{a^{2n}}{r^n}\right)\cos n\theta\right].$$

Reflection in the cell sides continues the solution into the neighbouring cells, up to their contacts at distance $p-a$. The series therefore converges at the corner if $p/\sqrt2<p-a$, that is, for $a<0.29\,p$. The coefficients follow from the condition that no current crosses the sides. Twelve harmonics, fitted by least squares to this condition at 80 points along half a side, give

- 1.60 mV at the corner,
- 1.35 mV at the middle of a side.

The disc value of 1.445 mV lies between them. The corner, which is the worst point, exceeds it by 10.5% of the disc value.

This excess can be written as $c\,R_sJb^2/2$, with $c=0.108$. The same $c$ is found when $a$ is reduced to a quarter. The series shows why: apart from the radial part, $a$ enters through the ratio $(a/r)^{2n}$ of the two harmonic terms. On the sides $r\ge p/2$, so for $n=4$ this is at most $(25/100)^8\approx1.5\times10^{-5}$. For contacts of this relative size or smaller, the corner drop is thus

$$D_{\text{corner}}\simeq\frac{R_sJ}{2}\left[b^2\left(\ln\frac ba+0.108\right)-\frac{b^2-a^2}{2}\right].$$

For a given pitch, load and sheet resistance the excess is fixed in millivolts, so its share of the total shrinks as the contact becomes smaller.

## 7. Back to the straps

The sheet is in fact a mesh. Kirchhoff's equations can be solved for a square mesh with 110 mΩ per segment and no resistance between the layers at a crossing, in which the crossings inside the contact radius are held at the supply potential. With a mesh pitch of 0.5 µm, the corner drop is 1.61 mV, close to the continuous sheet. With the actual pitch of 10 µm, and the contact centred between straps, the largest drop is 1.99 mV, about 25% above the continuous square.

That is a larger change than the one from disc to square. In this arrangement the contact holds a block of four by four crossings, whose outermost rows lie 15 µm from the centre. Only these crossings are held at the supply potential, so segments that lie partly beneath the pad are counted in full, and the mesh acts as if the contact were smaller than 25 µm. The excess therefore depends on the exact radius: at 25.6 µm the contact holds eight more crossings, and the largest drop falls to 1.64 mV. Alignment matters too: a contact of radius 25 µm centred on a crossing gives 1.78 mV. It also depends on how the pad is joined to the straps. If the covered parts of the straps were shorted up to the rim in both layers, the largest drop on the same 10 µm mesh would be about 1.6 mV, close to the continuous sheet. A pad can touch only the upper layer in this way. With the load drawn from the lower layer, and that layer fed through vias of negligible resistance at the crossings, the largest drop is 1.76 mV. A via resistance of 20 mΩ at each crossing raises it to 1.81 mV. These figures treat the straps as lines, so that those 25 µm from the centre only graze the rim. If the pad makes contact with the upper ones, as their 2 µm width allows, the value of 1.76 mV becomes about 1.69 mV.

The two layers may also differ. If their sheet resistances are in the ratio 2:1, with the product held fixed, the largest drop on the fine mesh rises from 1.61 to 1.69 mV.

## 8. What else a real chip adds

The example's dimensions and load are meant as plausible orders of magnitude, and 2 A/mm² at 0.75 V is 1.5 W/mm², a heavy local load. The disc drop of 1.4 mV is one part of the supply loss. The other parts below use rough inputs too.

- **Temperature.** With a resistivity coefficient of 0.0035 per kelvin, operation 80 K hotter raises the resistance by 28% and adds 0.40 mV to the disc drop. This coefficient is on the high side: if the part of the resistivity above the bulk value does not vary with temperature, it is about 0.0031 per kelvin, and the addition is about 0.36 mV.
- **The bump.** The cell current is $Jp^2=80$ mA. Through a bump of 5 mΩ it loses 0.4 mV before reaching the sheet.
- **Local rails.** A thin rail below the grid, fed at both ends of a span $L$, is two strips of length $L/2$ back to back. If $\lambda$ is its resistance per length and $i$ its load per length, the strip result gives $\lambda i(L/2)^2/2=\lambda iL^2/8$. For rails spaced 0.4 µm apart, $i=0.8$ µA/µm. With $\lambda=20$ Ω/µm and $L=10$ µm, the drop is 0.2 mV.
- **The ground net.** An equal ground grid has its own loss. The two disc maxima add up to 2.9 mV, an upper bound within the disc model, since the worst points of the two nets need not coincide.
- **Load feedback.** If the load current is proportional to the local voltage, the disc drop lowers it by at most about 0.2%. With the other static losses listed here, on both nets, the reduction stays below 1%, which is negligible at this level of accuracy.

The assumption of direct current can fail more strongly than the others, when the load changes within a fraction of a nanosecond. Suppose the load of every cell suddenly rises by $\Delta I$, so that neighbouring cells exchange no current. Let $C$ be the on-chip capacitance of one cell, $\ell$ the inductance of its bump, $u$ the additional droop and $i_\ell$ the additional current through the bump. Without resistance,

$$C\frac{du}{dt}=\Delta I-i_\ell,\qquad \ell\,\frac{di_\ell}{dt}=u\quad\Rightarrow\quad\frac{d^2u}{dt^2}=-\frac{u}{\ell C}.$$

At the start $u=0$ and $i_\ell=0$, so $du/dt=\Delta I/C$. The solution is $u=\Delta I\sqrt{\ell/C}\,\sin(t/\sqrt{\ell C})$, with peak $\Delta I\sqrt{\ell/C}$. For a step of half the cell current, 40 mA, with $\ell=30$ pH and $C=0.4$ nF, the peak is 11 mV, between seven and eight times the static disc drop. In this circuit a gradual rise to the same $\Delta I$ cannot give a higher peak, because its response is an average of such curves shifted in time. Here $\sqrt{\ell C}$ is about 0.11 ns, and a linear rise over 1 ns gives a peak of only 2.4 mV. The peak is also much lower if a single cell steps: the bumps and capacitance of its neighbours then help through the sheet, and, if the sheet is purely resistive, the average droop in the cell reaches only about 1 mV. The inductance of the straps delays this help: in a cruder model with one node per cell, 5 pH between neighbouring cells raises the peak from about 1.5 to about 2.5 mV. Resistance is left out: in series with the bump it adds a voltage of its own, and the 5 mΩ assumed above would raise the peak by less than 1%. The ground bump is left out too. It carries the same step, and an equal one would double the inductance in the loop and raise the peak by a factor $\sqrt2$, to about 15 mV. Inductance farther out in the package is not included either.

The disc formula thus describes the resistive loss in the upper grid. For a continuous sheet under the conditions of the example, it gives the approximate scaling with pitch, contact size and metal thickness, and at the dimensions used here the worst point of the square cell lies about 10% above it. This percentage is larger for a contact that is wider relative to the pitch, and smaller for a narrower one. On the coarse mesh studied here the excess is larger if the pad holds only the crossings at the supply potential, and the contact size then acts in steps, as crossings enter or leave the pad. It does not give the total supply margin, for which the bump, the rails, the ground net and the dynamic response must be added. The last can dominate when many neighbouring cells step together within a fraction of a nanosecond.

Numerical values quoted here were computed with a short program.
